# Spin moment per screening electron in a Stoner ferromagnet

## The estimate that fails

A gate voltage or a ferroelectric layer puts charge on the surface of a magnetic metal, and a memory designer wants to know how much the surface moment changes. A quick estimate shares the added electrons between the two spin bands in proportion to their densities of states at the Fermi level. For a model metal treated below, in the rough regime of nickel, this gives a loss of 0.82 Bohr magnetons per added electron. The self-consistent loss in the same model is 1.15, so the estimate is 29% too small relative to the correct value. It also hides a change of behaviour: in this model the self-consistent loss exceeds one Bohr magneton per electron, which no sharing of added electrons between two bands can produce.

The missing element is exchange. When the moment changes, the exchange splitting changes, the bands shift against each other, and electrons move from one spin to the other.

## Stage 1: frozen splitting

Let $n_\uparrow$ and $n_\downarrow$ be the majority and minority electrons per atom, and

$$n=n_\uparrow+n_\downarrow,\qquad m=n_\uparrow-n_\downarrow>0 .$$

With the electron $g$-factor taken as 2, $m$ is the spin moment per atom in Bohr magnetons, counted along the existing magnetization. The densities of states at the Fermi level are $A$ (majority) and $B$ (minority), per atom and per eV. Added electrons count as positive $\delta n$. The quantity sought is

$$\eta=\frac{\delta m}{\delta n},$$

for small, static changes in which the magnetization keeps its direction.

Suppose first that the splitting between the bands cannot change. Raising the Fermi level by $w$ relative to both bands adds $\delta n_\uparrow=Aw$ and $\delta n_\downarrow=Bw$. Sum and difference are $\delta n=(A+B)w$ and $\delta m=(A-B)w$, so

$$\eta_0=\frac{A-B}{A+B}.$$

**Limit.** In a half-metal with $B=0$ every added electron enters the majority band and $\eta_0=1$. With $A=0$ instead, $\eta_0=-1$. For non-negative $A$ and $B$, $\eta_0$ lies between these values.

## Stage 2: the splitting follows the moment

Let $T_\sigma(n_\sigma)$ be the energy of the band of spin $\sigma$ filled from the bottom up to the level $\mu_\sigma$. With density of states $D_\sigma(\varepsilon)$,

$$n_\sigma=\int^{\mu_\sigma}\!D_\sigma\,d\varepsilon,\qquad T_\sigma=\int^{\mu_\sigma}\!\varepsilon D_\sigma\,d\varepsilon .$$

Moving $\mu_\sigma$ by $d\mu_\sigma$ changes these by $D_\sigma d\mu_\sigma$ and $\mu_\sigma D_\sigma d\mu_\sigma$. Dividing, and then differentiating once more,

$$\frac{dT_\sigma}{dn_\sigma}=\mu_\sigma,\qquad \frac{d^2T_\sigma}{dn_\sigma^2}=\frac{d\mu_\sigma}{dn_\sigma}=\frac1{D_\sigma(\mu_\sigma)} .$$

The second derivative is $1/A$ for the majority and $1/B$ for the minority. Stoner's mean-field energy per atom is

$$E=T_\uparrow(n_\uparrow)+T_\downarrow(n_\downarrow)-\tfrac14 I m^2+G(n),$$

where $G(n)$ collects everything that depends on the charge but not on the spin, including electrostatics. This fixes the convention for $I$. Writing the exchange energy as $-\tfrac12Jm^2$ would mean $I=2J$, and the factor 2 in the final result would become 4.

At fixed $n$ the moment adjusts until $E$ is stationary. Since $n_\uparrow=(n+m)/2$ and $n_\downarrow=(n-m)/2$, a change of $m$ changes them by $+\tfrac12$ and $-\tfrac12$ of that amount:

$$\frac{\partial E}{\partial m}=\tfrac12(\mu_\uparrow-\mu_\downarrow)-\tfrac12Im=0
\quad\Longrightarrow\quad \mu_\uparrow-\mu_\downarrow=Im .$$

The levels $\mu_\sigma$ are measured from bands without exchange. Their difference is the exchange splitting; once the bands are shifted by it, both spins share one Fermi level.

Now add $\delta n$ electrons. The condition must hold before and after, so its first-order change vanishes. With $I$ constant,

$$\frac{\delta n_\uparrow}{A}-\frac{\delta n_\downarrow}{B}=I\,\delta m .$$

Insert $\delta n_\uparrow=(\delta n+\delta m)/2$ and $\delta n_\downarrow=(\delta n-\delta m)/2$, and multiply by $2AB$:

$$B(\delta n+\delta m)-A(\delta n-\delta m)=2IAB\,\delta m .$$

Collecting $\delta m$ on the left and $\delta n$ on the right,

$$(A+B-2IAB)\,\delta m=(A-B)\,\delta n ,$$

$$\boxed{\;\eta=\frac{A-B}{A+B-2IAB}\;}$$

The term $G(n)$ has dropped out because it does not depend on $m$.

**Limits.** Setting $I=0$ at given $A$ and $B$ returns $\eta_0$. This is the frozen splitting of stage 1, not a magnet without exchange, which would have no moment. Setting $B=0$ gives $\eta=1$ for any $I$: with no minority states at the Fermi level, no electrons can change spin.

**If $I$ depends on the charge.** The change of $Im$ is then $I\delta m+mI'\delta n$, with $I'=dI/dn$. The extra term, multiplied by $2AB$, joins the numerator, which becomes $A-B+2ABmI'$. The boxed result assumes that this addition is small compared with $|A-B|$.

## Stage 3: the same result from potentials

A gate acts through a potential, so it is worth repeating the derivation from that side. Let $\delta\varphi$ be the rise of the Fermi level relative to the external potential energy of an electron, and let $K=G''(n)$. Added charge raises both bands by $K\delta n$; exchange lowers the majority band by $I\delta m/2$ and raises the minority band by as much. With $w=\delta\varphi-K\delta n$,

$$\delta n_\uparrow=A\left(w+\tfrac12I\delta m\right),\qquad
\delta n_\downarrow=B\left(w-\tfrac12I\delta m\right).$$

The difference and the sum are

$$\delta m=(A-B)w+\tfrac12(A+B)I\delta m,$$
$$\delta n=(A+B)w+\tfrac12(A-B)I\delta m .$$

For $A\neq B$ the first gives $w=\delta m\,[1-\tfrac12I(A+B)]/(A-B)$. Inserted in the second,

$$\delta n=\frac{\delta m}{A-B}\left[A+B-\tfrac12I(A+B)^2+\tfrac12I(A-B)^2\right].$$

Since $(A-B)^2-(A+B)^2=-4AB$, the bracket is $A+B-2IAB$, and the boxed result returns. The potential needed per electron follows as well:

$$\frac{\delta\varphi}{\delta n}=K+\frac{1-\tfrac12I(A+B)}{A+B-2IAB}.$$

Thus $K$ affects how much charge a given potential draws, but not the moment carried by each electron. This holds when the added charge raises all states at the Fermi level by the same amount. If localized d levels rise more than sp levels, the charge is steered toward the sp states and $\eta$ changes.

## Stage 4: stability and the sign of the denominator

A stationary energy need not be a minimum. Differentiating $\partial E/\partial m$ again at fixed $n$,

$$\frac{\partial^2E}{\partial m^2}=\frac14\left(\frac1A+\frac1B\right)-\frac I2=\frac{A+B-2IAB}{4AB}.$$

For a stable ferromagnet with $A,B>0$ the denominator of $\eta$ is therefore positive, and the sign of $\eta$ is that of $A-B$. A metal with more minority states at the Fermi level loses moment when electrons are added.

**Limit.** In the paramagnetic state $A=B=D$, and the curvature is $(1-ID)/(2D)$. It is negative when $ID>1$, which is the Stoner criterion for ferromagnetism.

The separate spin populations show what exchange does. From $\delta n_\uparrow/\delta n=(1+\eta)/2$ and $\delta n_\downarrow/\delta n=(1-\eta)/2$,

$$\frac{\delta n_\uparrow}{\delta n}=\frac{A(1-IB)}{A+B-2IAB},\qquad
\frac{\delta n_\downarrow}{\delta n}=\frac{B(1-IA)}{A+B-2IAB}.$$

If $IB>1$, added electrons make the majority population fall. The minority band then takes more than one electron for each one supplied, and $\eta<-1$. If $IA>1$, the roles are exchanged and $\eta>1$. Both cannot happen in a stable state, because the denominator equals $A(1-IB)+B(1-IA)$ and must be positive.

## Stage 5: a magnet close to losing its moment

A second limit tests the formula where numerator and denominator both vanish. Let both spins have the same band before exchange, with filling level $\mu(N)$ for $N$ electrons, and let $m$ be small. Expanding about $N=n/2$,

$$\mu_\uparrow-\mu_\downarrow=\mu' m+\tfrac1{24}\mu''' m^3+\dots=Im ,$$

so that $I=\mu'+\mu'''m^2/24$ to this order. The inverse densities of states are

$$\frac1A=\mu'+\frac{\mu''m}2+\frac{\mu'''m^2}8,\qquad
\frac1B=\mu'-\frac{\mu''m}2+\frac{\mu'''m^2}8 .$$

Dividing the numerator and denominator of $\eta$ by $AB$,

$$\eta=\frac{1/B-1/A}{1/A+1/B-2I}\simeq\frac{-\mu''m}{\mu'''m^2\left(\frac14-\frac1{12}\right)}=-\frac{6\mu''}{\mu'''\,m}.$$

The direct route agrees: differentiating $\mu'(n/2)+\mu'''m^2/24=I$ with respect to $n$ gives $\tfrac12\mu''+\tfrac1{12}\mu'''m\eta=0$ at leading order. For $\mu'''>0$ and $\mu''\ne0$ the response grows as $1/m$ near a continuous onset of magnetism. The gain has a price: $\delta m=\eta\,\delta n$ holds while $|\delta m|\ll m$, so the range of charge in which the linear formula may be used shrinks as $m^2$.

## Stage 6: charge spread over several layers

Screening charge is not uniform. If each layer $i$ responded alone, $\delta m_i=\eta\,\delta n_i$ would hold in each, and the sum would give the same ratio. Neighbouring moments are coupled, however. Add the energy $\tfrac12J_s\sum_i(m_i-m_{i+1})^2$, with stiffness $J_s$. The linearized condition for layer $i$ is

$$a\,\delta m_i-b\,\delta n_i+J_s\sum_{j}(\delta m_i-\delta m_j)=0,$$

$$a=\frac{A+B-2IAB}{4AB},\qquad b=\frac{A-B}{4AB},$$

where $j$ runs over the neighbours of $i$. Summed over the film, each pair appears twice with opposite signs and cancels. Hence $a\sum\delta m_i=b\sum\delta n_i$, and

$$\frac{\sum_i\delta m_i}{\sum_i\delta n_i}=\eta .$$

This holds when $A$, $B$ and $I$ are the same in every layer that responds. Without moment stiffness, an equal $\eta$ in each layer is enough. The ratio within one layer may differ from $\eta$.

## A worked metal

The boxed formula needs only $A$, $B$ and $I$, whatever the shape of the bands away from the Fermi level, provided exchange splits all states of the band by the same $Im$; a number needs a self-consistent state. Take for each spin a flat sp background and a d plateau with a soft upper edge at zero energy:

$$D(\varepsilon)=s+\frac{h}{1+e^{\varepsilon/\Delta}},$$
$$N(\varepsilon)=5.30+s\varepsilon-h\Delta\ln\left(1+e^{-\varepsilon/\Delta}\right),$$

with $s=0.10$ and $h=1.50$ per eV, $\Delta=0.08$ eV, ten valence electrons and $I=1.00$ eV. Solving $N(\mu_\uparrow)+N(\mu_\downarrow)=10$ together with $\mu_\uparrow-\mu_\downarrow=Im$ gives $\mu_\uparrow=0.254$ eV, $\mu_\downarrow=-0.387$ eV and $m=0.641$. The majority level lies above the d edge and the minority level below it, so $A=0.1604$ and $B=1.5882$ per eV. Then

$$A+B-2IAB=1.7486-0.5095=1.2391\ \text{eV}^{-1},$$
$$\eta=\frac{-1.4278}{1.2391}=-1.152 .$$

As a test, the total energy was minimized over $m$ at $n=10\pm0.002$, without the response formula. The difference of the two moments, divided by that of the charges, is $-1.1523$, the same to the digits printed. The energy curvature is $+1.216$ eV in the ferromagnet and $-0.157$ eV in the paramagnet, so the magnetic state is the stable one of the two.

Here $IB=1.59>1$. Each added electron removes 0.076 electrons from the majority band and puts 1.076 into the minority band.

The layer sum was tested on a six-layer film with sheet electrostatics between the layers and a charge stiffness $K$ within each layer. An artificially weak electrostatic energy of 1 eV per gap, together with $K$, makes the charge spread inward. The total ratio is $-1.152$ both without moment stiffness (with $K=0.5$ eV) and with $J_s=0.3$ eV (with $K=2$ eV). In the stiff film the top layer holds 47% of the charge and has a ratio of $-1.055$; the neighbours hold back its moment and change more themselves.

## From field to moment

Let a field $F$ in a dielectric of relative permittivity $\varepsilon_r$ point into the metal. It ends on electrons drawn to the surface, $\varepsilon_0\varepsilon_rF/e$ per area. Each carries $\eta\mu_B$, so the moment per area changes by $\Delta M_s=\eta\mu_B\varepsilon_0\varepsilon_rF/e$. With $\mu_0\varepsilon_0=1/c^2$ the surface magnetoelectric coefficient is

$$\alpha_s=\frac{\mu_0\Delta M_s}{F}=\frac{\eta\,\varepsilon_r\mu_B}{ec^2}.$$

Take $\varepsilon_r=10$, $F=5$ MV/cm and 0.06 nm² per surface atom. The charge is 4.43 µC/cm², or 0.0166 electrons per surface atom. If the top layer responds alone, its moment changes by $-1.152\times0.0166=-0.0191\,\mu_B$ per atom, or 3%. Coupling between the layers would pass part of this change to the layers below. Solving the full model at the new charge gives $-0.0192\,\mu_B$. The coefficient is $\alpha_s=-7.4\times10^{-21}$ T m²/V, or $-7.4\times10^{-13}$ G cm²/V.

A ferroelectric with 25 µC/cm² supplies more. If the metal screens all of its bound charge, the two polarization states add or remove 0.094 electrons per surface atom. With the top layer again responding alone, its moment is $0.531\,\mu_B$ with electrons drawn in and $0.747\,\mu_B$ with electrons driven out. The swing of $-0.2165\,\mu_B$ is close to the linear value, $-0.2158\,\mu_B$. The single states are less linear: they differ from the neutral moment by $-0.110$ and $+0.106$, against $\mp0.108$. The quadratic part of the response has the same sign in both states and cancels in the swing.

## What the model leaves out

**Depth.** For a layer spacing of 0.18 nm the electrostatic energy per gap is 54 eV. The band term in $\delta\varphi/\delta n$ is $(1-0.8743)/1.2391=0.10$ eV. Their ratio, 0.2%, is the share of charge below the top layer in the sheet model when the charge stiffness within a layer and the moment stiffness between layers are both set to zero. Either stiffness, and the spatial extent of the electron states, can spread real screening charge further. The small share favours $A$, $B$ and $I$ of the surface over those of the bulk, as long as the surface layer responds alone. With moment stiffness, deeper layers share the moment change even where they hold little charge. If their $A$, $B$ or $I$ differ from the surface values, the layer equations must then be solved together.

**Temperature.** At finite temperature $T_\sigma$ becomes the free energy of the band, whose derivative is still $\mu_\sigma$, and $dn_\sigma/d\mu_\sigma$ becomes the average of $D_\sigma$ over $-\partial f/\partial\varepsilon$, with $f$ the Fermi function. The algebra is unchanged. At 300 K, $\eta=-1.165$, a change of 1%; a direct calculation of the moment at $n=10\pm0.001$ agrees with the averaged formula within one part in a thousand. Spin waves are a separate effect. With a rough bulk stiffness of 4 meV nm² they remove about $0.02\,\mu_B$ per atom in the bulk, 3% of the moment. In the top layer of a free surface with unchanged exchange coupling, the loss is about twice as large.

**Changed parameters.** Lowering or raising the d plateau by 20%, with the state solved anew, gives $\eta=-1.20$ or $-1.15$. Lowering or raising $I$ by 10% gives $-1.20$ or $-1.14$. The second trend looks wrong, since at fixed $A$ and $B$ a larger $I$ makes $|\eta|$ larger. But a larger $I$ also raises $m$ and $\mu_\uparrow$, which lowers $A$ in this band. Differentiating the boxed formula,

$$\frac{\partial\eta}{\partial A}=\frac{2B(1-IB)}{(A+B-2IAB)^2},$$

which is negative for $IB>1$. The fall of $A$ therefore makes $\eta$ less negative, and here it outweighs the direct effect of $I$.

**The oxide.** A 3 nm film at 5 MV/cm carries 1.5 V. A semiclassical estimate with a 3 eV barrier and a tunnelling mass of 0.4 electron masses gives $1\times10^{-4}$ A/cm². In 1 ns this leaks about $2\times10^{-8}$ of the stored charge. The estimate is good to about a factor of ten: conserving the parallel momentum across the change of mass lowers the current to $4\times10^{-5}$ A/cm², and adding image lowering of the barrier with an optical permittivity of 3 raises it to $1\times10^{-3}$ A/cm². Leakage through defects is not included.

**The real case.** Nickel has a nearly full majority d band and a moment of roughly $0.6\,\mu_B$, which the model resembles. Its density of states has structure near the d edge that a flat plateau lacks, so the value $-1.15$ is not a prediction for a nickel surface. The model also treats sp and d states alike, which a real metal does not. If exchange splits only the d states, the worked band at $I=1$ eV gives $\eta=-1.09$, whereas the boxed formula with the total $A$ and $B$ of that state gives $-1.28$. If the d levels rise by an extra 1 eV per added d electron, $\eta$ of the worked band becomes $-0.96$, and the loss no longer exceeds one Bohr magneton per electron. The field is high, half of an optimistic breakdown field of 10 MV/cm. Oxides with a relative permittivity near 10 often break down at lower fields, so the real margin may be smaller. At 1 MV/cm the linear moment change is five times smaller. The formula also needs the bands as they are at the interface, which may differ from those assumed here. Bonding to an oxide can bring majority states to the Fermi level. Doubling $A$ to 0.321 per eV at fixed $B$ and $I$ gives $\eta=-1.267/0.890=-1.42$, a shift of 24% relative to the original value, if the interface layer responds alone. Coupling to unchanged layers below can shrink this shift or even reverse its sign. In the terms of stage 6, doubling $A$ lowers $|b|$ of the interface layer from 1.40 to 0.62 eV, so each electron drives the moment less, while the deeper layers keep their larger $a$ and resist the change. Ionic displacements, spin-orbit coupling and orbital moments lie outside the formula, as does rotation of the magnetization. In a ferroelectric device, trapped interface charge that follows the polarization takes over part of the screening and reduces the swing; fixed trapped charge mainly shifts both states. The values computed by the program are in the numerical output below.

## Numbers as computed

```
MODEL (round values, rough regime of nickel)
sp density of states per spin     0.10 1/eV/atom
d plateau height per spin         1.50 1/eV/atom
d edge softness                   0.08 eV
states per spin below sharp edge  5.30
valence electrons per atom        10.0
exchange parameter I              1.00 eV
moment m                          0.6409 mu_B/atom
majority, minority Fermi level    0.2537, -0.3872 eV
A, B                              0.1604, 1.5882 1/eV/atom
A+B-2IAB                          1.2391 1/eV/atom
eta, formula                      -1.1523 mu_B/electron
eta, energy minimization          -1.1523 mu_B/electron
(A-B)/(A+B), exchange left out    -0.8165 mu_B/electron
product I*B                       1.5882
majority electrons per added one  -0.0761
energy curvature, ferromagnet     1.2160 eV/mu_B^2
energy curvature, paramagnet      -0.1568 eV/mu_B^2
TEST FILM (6 layers, gap energy 1 eV)
total ratio, stiffness 0 eV       -1.1523 mu_B/electron
total ratio, stiffness 0.3 eV     -1.1523 mu_B/electron
top-layer ratio, stiffness 0.3 eV -1.0546 mu_B/electron
top-layer charge share, same film 0.4727
GATE OXIDE
area per atom, layer spacing      0.06 nm^2, 0.18 nm
field, relative permittivity      5.0 MV/cm, 10
surface charge                    4.427 uC/cm^2
electrons drawn per surface atom  0.01658
moment change, linear             -0.01910 mu_B/atom
moment change, full               -0.01916 mu_B/atom
magnetoelectric coefficient       -7.421e-21 T m^2/V
same, converted                   -7.421e-13 G cm^2/V
FERROELECTRIC
polarization                      25 uC/cm^2
electrons per atom, each state    +/-0.0936
moment, electrons drawn in        0.5308 mu_B/atom
moment, electrons driven out      0.7473 mu_B/atom
moment swing, full                -0.2165 mu_B/atom
moment swing, linear              -0.2158 mu_B/atom
NEGLECTED EFFECTS
eta, moment at 300 K              -1.1652 mu_B/electron, 0.6387 mu_B
spin stiffness (rough)            4.0 meV nm^2
spin-wave loss of moment, 300 K   0.0208 mu_B/atom
eta, d plateau -20%, +20%         -1.2021, -1.1473 mu_B/el.
eta, I -10%, +10%                 -1.2023, -1.1425 mu_B/el.
gap energy of real spacing        54.29 eV
charge share below top layer      0.186 %
oxide thickness, bias             3.0 nm, 1.50 V
barrier, tunnel mass (rough)      3.0 eV, 0.4 m_e
tunnel current density            1.03e-04 A/cm^2
leaked/stored charge in 1 ns      2.33e-08
field/breakdown field (rough 10)   0.50
```
